# Powers of the ladder operators and their factorial matrix elements: verification in Python

```python
"""
Result under test (angular momentum in units of hbar unless stated):
  J-^k J+^k = product over i=0..k-1 of [J^2 - (Jz+i)(Jz+i+1)]
  <j,m+k|J+^k|j,m> = sqrt( (j-m)! (j+m+k)! / ((j+m)! (j-m-k)!) )
and zero for k > j-m.  J+ and J- are the raising and lowering operators,
J^2 = Jx^2+Jy^2+Jz^2, and j, m label the eigenstates of J^2 and Jz.
Road 1: symbolic normal ordering using only the commutators.
Road 2: matrices of several added spins one-half, built from Pauli matrices.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial, sqrt
import numpy as np

# ---------- Road 1: words in m (J-), z (Jz), p (J+), ordered m..z..p ----------
SWAPS = {"zm": (("mz", 1), ("m", -1)),
         "pz": (("zp", 1), ("p", -1)),
         "pm": (("mp", 1), ("z", 2))}


@lru_cache(maxsize=None)
def normal_order(word):
    for pos in range(len(word) - 1):
        pair = word[pos:pos + 2]
        if pair in SWAPS:
            total = {}
            for new, coef in SWAPS[pair]:
                for w, c in normal_order(word[:pos] + new + word[pos + 2:]):
                    total[w] = total.get(w, 0) + coef * c
            return tuple((w, c) for w, c in total.items() if c != 0)
    return ((word, 1),)


def multiply(a, b):
    total = {}
    for wa, ca in a.items():
        for wb, cb in b.items():
            for w, c in normal_order(wa + wb):
                total[w] = total.get(w, 0) + ca * cb * c
    return {w: c for w, c in total.items() if c != 0}


ONE = {"": 1}
CASIMIR = {"pm": Fraction(1, 2), "mp": Fraction(1, 2), "zz": 1}


def symbolic_product(k, sign):
    """Product of J^2 - (Jz + sign*i)(Jz + sign*(i+1)), i = 0..k-1."""
    result = ONE
    for i in range(k):
        factor = dict(CASIMIR)
        factor["zz"] = factor["zz"] - 1
        factor["z"] = -sign * (2 * i + 1)
        factor[""] = -i * (i + 1)
        result = multiply(result, factor)
    return result


for letter in "mzp":
    assert multiply(CASIMIR, {letter: 1}) == multiply({letter: 1}, CASIMIR)
# shift rule: Jz^2 J+^3 = J+^3 (Jz+3)^2
assert multiply({"zz": 1}, {"ppp": 1}) == multiply(
    {"ppp": 1}, {"zz": 1, "z": 6, "": 9})

K_SYMBOLIC = 5
for k in range(1, K_SYMBOLIC + 1):
    raised_then_lowered = multiply({"m" * k: 1}, {"p" * k: 1})
    lowered_then_raised = multiply({"p" * k: 1}, {"m" * k: 1})
    assert raised_then_lowered == symbolic_product(k, +1)
    assert lowered_then_raised == symbolic_product(k, -1)
    assert raised_then_lowered != symbolic_product(k, -1)


# ---------- Road 2: total spin of several spins one-half ----------
def total_spin(n_spins):
    sx = np.array([[0, 1], [1, 0]], complex) / 2
    sy = np.array([[0, -1j], [1j, 0]]) / 2
    sz = np.diag([0.5, -0.5]).astype(complex)
    totals = []
    for s in (sx, sy, sz):
        totals.append(sum(
            np.kron(np.kron(np.eye(2**q), s), np.eye(2**(n_spins - q - 1)))
            for q in range(n_spins)))
    return totals


def raising_element(two_j, two_m, k):
    """Closed factorial formula; arguments are 2j and 2m as integers."""
    above = (two_j - two_m) // 2
    below = (two_j + two_m) // 2
    if k > above:
        return 0.0
    return sqrt(factorial(above) * factorial(below + k)
                / (factorial(below) * factorial(above - k)))


power = np.linalg.matrix_power
hbar_test = 0.7
identity_error = 0.0
norm_error = 0.0
tested_two_j = set()
for n_spins in (4, 5):
    jx, jy, jz = total_spin(n_spins)
    j_squared = jx @ jx + jy @ jy + jz @ jz
    j_plus = jx + 1j * jy
    unit = np.eye(2**n_spins)
    # operator identity with hbar different from one
    Jz, J2, Jp = hbar_test * jz, hbar_test**2 * j_squared, hbar_test * j_plus
    right = unit
    for k in range(1, n_spins + 2):
        low = Jz + (k - 1) * hbar_test * unit
        right = right @ (J2 - low @ (low + hbar_test * unit))
        left = power(Jp.conj().T, k) @ power(Jp, k)
        identity_error = max(identity_error, np.abs(left - right).max())
    # squared norms in every multiplet, found by diagonalization
    _, vectors = np.linalg.eigh(j_squared + 0.1 * jz)
    for v in vectors.T:
        two_m = round(2 * np.vdot(v, jz @ v).real)
        casimir_value = np.vdot(v, j_squared @ v).real
        two_j = round(sqrt(1 + 4 * max(casimir_value, 0.0)) - 1)
        tested_two_j.add(two_j)
        for k in range(1, n_spins + 2):
            w = power(Jp, k) @ v
            expected = (hbar_test**k * raising_element(two_j, two_m, k))**2
            norm_error = max(norm_error, abs(np.vdot(w, w).real - expected))
assert tested_two_j == {0, 1, 2, 3, 4, 5}
assert identity_error < 1e-9
assert norm_error < 1e-9

# ---------- Direct elements between equal-weight symmetric states ----------
N = 5
jx, jy, jz = total_spin(N)
j_squared = jx @ jx + jy @ jy + jz @ jz
j_plus, j_minus = jx + 1j * jy, jx - 1j * jy
ups = np.array([N - bin(index).count("1") for index in range(2**N)])


def symmetric_state(two_m):
    state = (ups == (N + two_m) // 2).astype(float)
    return state / np.linalg.norm(state)


def direct_element(operator, two_m_final, two_m_start, k):
    if abs(two_m_final) > N:
        return 0.0
    value = np.vdot(symmetric_state(two_m_final),
                    power(operator, k) @ symmetric_state(two_m_start))
    assert abs(value.imag) < 1e-10
    return value.real


element_error = 0.0
for two_m in range(-N, N + 1, 2):
    s = symmetric_state(two_m)
    assert np.allclose(j_squared @ s, N / 2 * (N / 2 + 1) * s)
    for k in range(1, N + 2):
        up = direct_element(j_plus, two_m + 2 * k, two_m, k)
        down = direct_element(j_minus, two_m - 2 * k, two_m, k)
        element_error = max(element_error,
                            abs(up - raising_element(N, two_m, k)),
                            abs(down - raising_element(N, -two_m, k)))
        if two_m + 2 * k > N:
            assert np.linalg.norm(power(j_plus, k) @ s) < 1e-10
assert element_error < 1e-9

# ---------- Worked example ----------
j, m, k_example = N / 2, -1.5, 3
two_m = round(2 * m)
print("Angular momentum in units of hbar; J+^k elements in hbar^k")
print(f"symbolic identity and mirror hold for k = 1 to {K_SYMBOLIC}")
print(f"hbar used in the matrix test (arbitrary unit): {hbar_test}")
print(f"largest matrix error of the identity: {identity_error:.1e}")
print(f"largest error of squared norms, j = 0 to 5/2: {norm_error:.1e}")
print(f"largest error of direct elements, j = 5/2: {element_error:.1e}")
print(f"example: j = {j}, start m = {m}, j(j+1) = {j*(j+1)}")
factors = [j * (j + 1) - (m + i) * (m + i + 1) for i in range(6)]
for i, value in enumerate(factors):
    print(f"factor i = {i}: {value:.0f}")
product = np.prod(factors[:k_example])
wrong = np.prod([j * (j + 1) - (m - i) * (m - i + 1)
                 for i in range(k_example)])
start = symmetric_state(two_m)
raised = power(j_plus, k_example) @ start
norm_squared = np.vdot(raised, raised).real
assert abs(norm_squared - product) < 1e-9
assert abs(norm_squared - wrong) > 1
print(f"product of factors, k = 3: {product:.0f}")
print(f"squared norm from matrices, k = 3: {norm_squared:.6f}")
print(f"product with wrong shift (m-i), k = 3: {wrong:.0f}")
for k in range(1, 7):
    formula = raising_element(N, two_m, k)
    direct = direct_element(j_plus, two_m + 2 * k, two_m, k)
    length = np.linalg.norm(power(j_plus, k) @ start)
    print(f"k = {k}: formula {formula:.6f}, direct {direct:.6f}, "
          f"vector norm {length:.6f}")
climb = direct_element(j_plus, N, -N, N)
assert abs(climb - factorial(N)) < 1e-9
print(f"full climb m = -5/2 to 5/2, k = 5, direct: {climb:.6f}")
print(f"number of flip orders, 5!: {factorial(N)}")
print("PASS")
```

Printed output:

```
Angular momentum in units of hbar; J+^k elements in hbar^k
symbolic identity and mirror hold for k = 1 to 5
hbar used in the matrix test (arbitrary unit): 0.7
largest matrix error of the identity: 1.7e-10
largest error of squared norms, j = 0 to 5/2: 1.1e-13
largest error of direct elements, j = 5/2: 1.8e-15
example: j = 2.5, start m = -1.5, j(j+1) = 8.75
factor i = 0: 8
factor i = 1: 9
factor i = 2: 8
factor i = 3: 5
factor i = 4: 0
factor i = 5: -7
product of factors, k = 3: 576
squared norm from matrices, k = 3: 576.000000
product with wrong shift (m-i), k = 3: 0
k = 1: formula 2.828427, direct 2.828427, vector norm 2.828427
k = 2: formula 8.485281, direct 8.485281, vector norm 8.485281
k = 3: formula 24.000000, direct 24.000000, vector norm 24.000000
k = 4: formula 53.665631, direct 53.665631, vector norm 53.665631
k = 5: formula 0.000000, direct 0.000000, vector norm 0.000000
k = 6: formula 0.000000, direct 0.000000, vector norm 0.000000
full climb m = -5/2 to 5/2, k = 5, direct: 120.000000
number of flip orders, 5!: 120
PASS
```
